# Spreading resistance of a long strip contact over a grounded backplane

A circuit calculation that includes a narrow strip contact on a thick wafer needs one resistance for the substrate between the strip and the metallized back. The decision is how to assign it. If the current ran straight down in a column as wide as the strip, the resistance would scale as $t/w$, and thinning the wafer to half would halve it. If the current spreads, the dependence on thickness is logarithmic and thinning gains little. This section derives the resistance for any ratio $w/t$, obtains the logarithm as its narrow-strip limit, and finds how far the limit can be trusted.

## The model

A homogeneous, isotropic, ohmic slab of resistivity $\rho$ occupies $0<y<t$, with $y$ pointing down from the top surface. A strip of width $w$ and length $L$ lies on the top at $|x|<w/2$ and is held at potential $V$. The rest of the top is insulating, and the whole back face is at zero potential. We take $L\gg t$ and a slab that extends sideways from the strip by several $t$, so that the flow is two-dimensional in the $xy$ plane. Engineering units are used: resistivity in ohm cm and length in cm.

If the total current is $I$, the current per unit length is $I'=I/L$. The quantity to be found is

$$\mathcal R\equiv RL=\frac{V}{I'} ,\tag{1}$$

which has the unit ohm cm. It is a product because lengths of strip conduct in parallel: $R$ falls as $1/L$.

Steady flow has $\nabla\cdot\mathbf J=0$, and Ohm's law is $\mathbf J=-\nabla\phi/\rho$. Therefore

$$\nabla^2\phi=0,\qquad \phi=V\ \text{(strip)},\qquad \phi=0\ (y=t),\qquad \partial_y\phi=0\ \text{(free surface)}.\tag{2}$$

## Exact solution by two maps

Since $\nabla\cdot(\phi\mathbf J)=\mathbf J\cdot\nabla\phi=-|\nabla\phi|^2/\rho$, integration over the cross-section gives the power per unit length,

$$VI'=\frac1\rho\int|\nabla\phi|^2\,dx\,dy .\tag{3}$$

Let an analytic function $s(z)$ of $z=x+iy$ map the section onto another region. Squared gradients are multiplied by $|ds/dz|^2$ and area elements by $|ds/dz|^{-2}$ when we return to the $z$ plane, so the integral in (3) is unchanged. Electrodes keep their potentials, and insulating edges stay insulating because angles are preserved. Hence $\mathcal R$ can be computed in whichever region is simplest.

The first map is

$$s=\tanh\frac{\pi z}{2t}=\frac{E-1}{E+1},\qquad E=e^{\pi z/t}.\tag{4}$$

The exponential takes the slab to the upper half-plane, and the fraction, with real coefficients and positive determinant, takes that half-plane to itself. On the top surface $s$ is real with $|s|<1$. On the back, $\tanh(u+i\pi/2)=\coth u$, so $s$ is real with $|s|>1$. The strip becomes $|s|<k$, where

$$k=\tanh\frac{\pi w}{4t}.\tag{5}$$

The second map turns the half-plane into a rectangle:

$$W=\int_0^s\frac{ds'}{\sqrt{(1-s'^2)(k^2-s'^2)}} .\tag{6}$$

Follow $s$ along the real axis. For $0<s<k$ the integrand is real, and $s'=kv$ gives the length of half the strip,

$$\int_0^1\frac{dv}{\sqrt{(1-v^2)(1-k^2v^2)}}=K(k),\tag{7}$$

the complete elliptic integral of modulus $k$. Passing above $s=k$ multiplies the integrand by $i$, so $W$ turns through a right angle. The insulating side then has length

$$h=\int_k^1\frac{ds}{\sqrt{(1-s^2)(s^2-k^2)}} .\tag{8}$$

Put $s^2=1-k'^2v^2$ with $k'^2=1-k^2$. Then $1-s^2=k'^2v^2$, $s^2-k^2=k'^2(1-v^2)$ and $|ds|=k'^2v\,dv/s$. The factors $k'^2v$ cancel, leaving $h=K(k')$. Passing $s=1$ brings another factor $i$, and $W$ runs back parallel to the strip. With $s=1/v$, the part from $1$ to $\infty$ has length $K(k)$, so the backplane has the same length $2K(k)$ as the strip.

In this rectangle the flow is uniform. The field is $V/K(k')$, the current is $I'=2K(k)V/[\rho K(k')]$, and

$$\boxed{\mathcal R=\frac{\rho}{2}\,\frac{K(k')}{K(k)}},\qquad k=\tanh\frac{\pi w}{4t}.\tag{9}$$

Within the model this holds for every $w/t$.

## The narrow strip

For $w\ll t$, (5) gives $k\to\pi w/4t$, and (7) gives $K(k)\to\pi/2$. The integral (8) needs care, because it diverges as $k\to0$. The substitution $s\to k/s$ leaves its integrand unchanged and exchanges the intervals $(k,\sqrt k)$ and $(\sqrt k,1)$. Therefore

$$K(k')=2\int_{\sqrt k}^1\frac{ds}{s\sqrt{1-s^2}}\,\frac1{\sqrt{1-k^2/s^2}} .\tag{10}$$

On this interval $k^2/s^2\le k$, so the last factor lies between $1$ and $1/\sqrt{1-k}$. The remaining integral follows from $s=1/\cosh q$, for which $|ds|/(s\sqrt{1-s^2})=dq$. Hence

$$2\,\mathrm{arcosh}\frac1{\sqrt k}\le K(k')\le\frac{2\,\mathrm{arcosh}(1/\sqrt k)}{\sqrt{1-k}} .\tag{11}$$

Since $2\,\mathrm{arcosh}(1/\sqrt k)=\ln[(1+\sqrt{1-k})^2/k]$, both bounds approach $\ln(4/k)$. Insertion in (9) gives

$$\boxed{RL\simeq\frac{\rho}{\pi}\ln\frac{4}{k}\simeq\frac\rho\pi\ln\frac{16t}{\pi w}},\qquad w\ll t.\tag{12}$$

Doubling the thickness at fixed $w$ adds $(\rho/\pi)\ln2$, and so does halving the width at fixed $t$. The reason is that at a distance $r$ from the strip with $w\ll r\ll t$ the current crosses a half-circle of length $\pi r$. Each shell adds $\rho\,dr/(\pi r)$, so every factor of two in distance costs the same resistance.

## A second road, and the first correction

The number 16 can be traced by building the strip from line sources. A line current $I'$ entering at the surface point $x=0$ gives

$$\phi=-\frac{\rho I'}{\pi}\ln\left|\tanh\frac{\pi z}{4t}\right| .\tag{13}$$

This is harmonic inside the slab and even in $y$, so no current crosses the free surface. It vanishes at $y=t$, because

$$\left|\tanh(u+iv)\right|^2=\frac{\cosh2u-\cos2v}{\cosh2u+\cos2v}\tag{14}$$

equals one at $v=\pi/4$. Near the source $\phi\simeq-(\rho I'/\pi)\ln(\pi r/4t)$, whose radial current density $I'/(\pi r)$ carries $I'$ through the half-circle. The normalization is thus correct.

For two surface points a distance $d\ll t$ apart, $\tanh q=q(1-q^2/3+\dots)$ gives

$$-\ln\tanh\frac{\pi d}{4t}=\ln\frac{4t}{\pi d}+\frac13\left(\frac{\pi d}{4t}\right)^2+\dots\tag{15}$$

At leading order we need a strip current whose mean of $\ln|x-x'|$ is independent of $x$. It is

$$J(x')=\frac{I'}{\pi\sqrt{w^2/4-x'^2}},\tag{16}$$

which means that $\theta'$ in $x'=(w/2)\cos\theta'$ is uniformly distributed. To see this, write

$$|\cos\theta-\cos\theta'|=\tfrac12\left|2\sin\tfrac{\theta+\theta'}2\right|\left|2\sin\tfrac{\theta-\theta'}2\right| .\tag{17}$$

Let $P=\int_0^\pi\ln\sin\beta\,d\beta$. From $\sin2\beta=2\sin\beta\cos\beta$ follows $P=\pi\ln2+2P$, so $P=-\pi\ln2$, and $\ln|2\sin\beta|$ averages to zero. The logarithm of (17) therefore averages to $-\ln2$ over $\theta'$, for every $\theta$, and

$$\langle\ln|x-x'|\rangle=\ln\frac w2-\ln2=\ln\frac w4 .\tag{18}$$

The strip potential is $(\rho I'/\pi)[\ln(4t/\pi)-\ln(w/4)]$, which is (12). One factor 4 comes from the slab and the other from the logarithmic mean distance (18) within the strip, $w/4$ for the equipotential current distribution.

The next term in (15) gives the correction. Let $g_0=J/I'$ be the normalized density of (16), $g$ the true one, $A_0$ the logarithmic kernel and $A_1$ the quadratic term. The true density obeys $(A_0+A_1)g=c$, with $c=\pi\mathcal R/\rho$, while $A_0g_0=c_0$. Multiply the first equation by $g_0$ and integrate. Because $A_0$ is symmetric and both densities integrate to one,

$$c=c_0+\int g_0A_1g .\tag{19}$$

To first order $g$ may be replaced by $g_0$ in the last term. For two independent points $\langle d^2\rangle=2\langle x^2\rangle=2(w/2)^2/2=w^2/4$, so

$$RL=\frac\rho\pi\left[\ln\frac{16t}{\pi w}+\frac{\pi^2w^2}{192\,t^2}+O\!\left(\frac{w^4}{t^4}\right)\right].\tag{20}$$

Numerical evaluation of (9) and (12) shows the range of the logarithm. Errors are relative to (9).

| $w/t$ | $RL/\rho$, (9) | $RL/\rho$, (12) | error |
|---|---|---|---|
| 0.1 | 1.2513 | 1.2511 | −0.01 % |
| 0.5 | 0.743 | 0.739 | −0.5 % |
| 1 | 0.533 | 0.518 | −2.8 % |
| 2 | 0.347 | 0.298 | −14 % |

## The wide strip

When $w\gg t$, $k\to1$ and $k'=\operatorname{sech}(\pi w/4t)\simeq2e^{-\pi w/4t}$. The roles of the two integrals are exchanged: $K(k')\to\pi/2$ and $K(k)\to\ln(4/k')=\pi w/4t+\ln2$. Equation (9) becomes

$$RL\simeq\frac{\rho t}{w+(4\ln2/\pi)t} .\tag{21}$$

This is the column formula with a width enlarged by $0.88t$, or $0.44t$ at each edge. At $w=2t$ it gives $RL/\rho=1/2.88=0.347$, in agreement with the table. The simple column $\rho t/w$ is thus the limit of a strip much wider than the wafer is thick.

## A strip on silicon

Take a lightly doped p-type wafer with $\rho=10$ ohm cm and $t=300$ µm. A silicide strip covered with aluminium has $w=20$ µm and $L=5$ mm, and carries 10 mA. A p+ layer 0.2 µm deep under the strip makes the contact ohmic, and the back face is p+ doped for the same reason. Then $16t/(\pi w)=76.4$, whose logarithm is 4.336, and

$$RL=\frac{10}{\pi}\,(4.336)=13.8\ \text{ohm cm},\qquad R=\frac{13.8}{0.5}=27.6\ \text{ohm}.\tag{22}$$

The voltage is 0.276 V. The column estimate is $\rho t/w=150$ ohm cm, about eleven times too large. Halving the thickness at fixed $w$ would lower $RL$ by $\ln2/4.336$, or 16 %.

## What the model leaves out

**Finite length.** Let the current be uniform along $L$, and let $G(r)$ be the surface potential at distance $r$ from a unit point current. Averaging over pairs of points a distance $u$ apart along the strip gives

$$\mathcal R=\int_{-L}^{L}\left(1-\frac{|u|}L\right)G\,du .\tag{23}$$

The grounded back makes $G$ decay exponentially over a distance of order $t$, so the limits may be extended to infinity. The first term is the long-strip result. For the second, reciprocity helps: $\int_0^\infty G\,2\pi r\,dr$ is the potential produced at one surface point by a uniform unit current density, which is $\rho t$. Neglecting $w$ in this term, we find

$$RL\simeq\frac\rho\pi\left[\ln\frac{16t}{\pi w}-\frac tL\right].\tag{24}$$

With uniform current the ends lower $R$ by $0.06/4.336=1.4$ %. This is an upper estimate of $R$, since the equipotential distribution dissipates the least power at given current. For an equipotential strip the lowering is therefore somewhat larger.

**Metal resistance.** A metal of sheet resistance $R_\square$ has resistance $r_m=R_\square/w$ per unit length. With $x$ now along the strip, measured from its middle, the metal current obeys $V_x=-r_mI_m$ and $(I_m)_x=-V/\mathcal R$, so

$$V_{xx}=\frac{V}{\lambda^2},\qquad \lambda^2=\frac{\mathcal Rw}{R_\square} .\tag{25}$$

If both ends are fed, $V\propto\cosh(x/\lambda)$. The total current is $2V_{\rm end}\tanh u/(r_m\lambda)$ with $u=L/2\lambda$. Dividing the resulting resistance by the ideal value $\mathcal R/L=r_m\lambda^2/L$ gives the factor $u\coth u$. For aluminium with a rough 0.028 ohm per square, $\lambda=9.9$ mm and $R$ rises by 2.1 %. If only one end is fed, the same factor holds with $u=L/\lambda$, and the rise is 8.3 %. With silicide alone, at a rough 2 ohm per square, $\lambda=1.2$ mm and the factor is 2.2. The strip is then no equipotential, and (12) cannot be used for the whole length.

**Interfaces.** If the current were uniform across the strip, a front contact resistivity of $10^{-6}$ ohm cm² would add $10^{-6}/w$ to $RL$, or 0.004 %. Crowding at the edges raises this by a small factor, which leaves it negligible. At the back, differentiation of (13) gives

$$J_y(x,t)=\frac{I'}{2t}\operatorname{sech}\frac{\pi x}{2t} .\tag{26}$$

Of this current, 74 % arrives within $|x|<t$. A back contact resistivity $\rho_b$ dissipates $\rho_b\int J_y^2dx=\rho_bI'^2/(\pi t)$, and so adds $\rho_b/(\pi t)$ to $RL$. For $10^{-4}$ ohm cm² at the p+ doped back that is 0.008 %. Metal placed directly on the lightly doped silicon can have a contact resistivity larger by orders of magnitude, which could not be neglected.

**Heating.** Let the temperature rise $T$ vanish at the back, and let no heat leave through the top. Then $T=(V\phi-\phi^2/2)/(\rho\kappa)$ solves $\kappa\nabla^2T=-|\nabla\phi|^2/\rho$, because $\nabla^2\phi^2=2|\nabla\phi|^2$. Its flux vanishes at the strip, where $\phi=V$. Joule heat in the slab warms the strip by $V^2/(2\rho\kappa)$, or 2.5 mK for $\kappa=1.5$ W/(cm K). Peltier heat at the contact is not included. With a rough Seebeck coefficient of 1 mV/K the Peltier coefficient is $\Pi\approx0.3$ V, which shifts the strip temperature by $\Pi V/(\rho\kappa)$, about 5 to 6 mK, up or down according to the direction of the current. Both effects are negligible for $R$.

**The real silicon case.** The material values used here are rough. A mobility of 450 cm²/Vs implies $1.4\times10^{15}$ holes per cm³. Several assumptions then need checking:

- Positive charge in the oxide can deplete the surface beside the strip, to at most about $d=0.76$ µm in the depletion approximation without bias. A finite-difference solution with $w=t$ and $d/w=0.039$ gave an $RL$ larger by about $1.25\,\rho d/w$ than (9) gives for a slab of the remaining thickness $t-d$. For the present strip the difference between $t$ and $t-d$ changes $RL$ by less than 0.1 % and can be ignored. The grid value is not fully converged: a conformal map of the same geometry gives a factor of 1.26 at $w=t$ and 1.31 for the present narrow strip, where this depth raises $R$ by about 3.5 %.
- Sideways spread of the p+ layer by its depth, and of its holes by one to two Debye lengths of 0.11 µm, widens the strip by 0.6 to 0.8 µm and lowers $R$ by 0.7 to 0.9 %. The same layer also replaces about 0.3 µm of resistive silicon beneath the strip, which lowers $R$ by a further 1 to 2 %.
- By (16), the field 0.2 µm inside the strip edge is 320 V/cm. At the curved edge of the p+ layer the field can be about twice as large. Both values are at most a few per cent of the rough field $2.2\times10^4$ V/cm at which the hole velocity would saturate, so ohmic conduction is a fair assumption.
- If the mobility falls as the power 2.2 of absolute temperature, operation at 310 K instead of 300 K raises $R$ by 7.5 %.

For this aluminium-covered strip fed at both ends, a 10 K change in the temperature of use therefore matters more than any of the other corrections estimated here. Fed at one end only, the metal resistance is slightly larger still. Two changes of structure would invalidate the model itself. Without the p+ layer the contact may rectify, and its voltage is then not proportional to current. A lightly doped layer on a heavily doped substrate is not a homogeneous slab, and $t$ in (12) cannot then be the full wafer thickness.
